# Gap Loss from the Omitted Coulomb Head in Static COHSEX

## The situation

A periodic calculation of quasiparticle energies replaces an integral over momentum transfer $\mathbf q$ by a sum over a mesh. In a three-dimensional crystal the Coulomb interaction diverges as $1/q^2$ at the mesh point $\mathbf q=0$. The integral is finite, but the sum has no usable value there. A simple remedy is to set the divergent component to zero. The cell of reciprocal space around $\mathbf q=0$ then loses a contribution that shrinks only as the inverse supercell length, and the gap comes out too small.

In static COHSEX both the bare interaction $v$ and the screened interaction $W$ appear, so the size of this loss must be worked out. It is the integral of $W$ over the omitted cell. The integral of $v$ shifts both band edges, but cancels from their difference.

## Definitions and assumptions

Hartree atomic units are used. The crystal is an insulator with unit-cell volume $\Omega$. The $\mathbf q$ mesh is $N\times N\times N$ and contains $\mathbf q=0$. The mini-cell, denoted mc, is the mesh cell centred on $\mathbf q=0$; it has volume $(2\pi)^3/(N^3\Omega)$ and is symmetric under $\mathbf q\to-\mathbf q$. Orbitals are held fixed, and energies are diagonal expectation values of the self-energy. The sum over occupied states is for one spin, because exchange connects equal spins.

The two parts of the self-energy are

$$\Sigma_{\rm SEX}(\mathbf r,\mathbf r')=-\sum_{v\mathbf k'}\varphi_{v\mathbf k'}(\mathbf r)\varphi^*_{v\mathbf k'}(\mathbf r')W(\mathbf r,\mathbf r'),$$

$$\Sigma_{\rm COH}(\mathbf r,\mathbf r')=\tfrac12\delta(\mathbf r-\mathbf r')[W(\mathbf r,\mathbf r')-v(\mathbf r,\mathbf r')].$$

The interaction is expanded as

$$W(\mathbf r,\mathbf r')=\int_{\rm BZ}\!\frac{d^3q}{(2\pi)^3}\sum_{\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}W_{\mathbf G\mathbf G'}(\mathbf q)e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'},$$

with $v_{\mathbf G\mathbf G'}=4\pi\delta_{\mathbf G\mathbf G'}/|\mathbf q+\mathbf G|^2$. On the mesh, $\int d^3q/(2\pi)^3$ becomes $(N^3\Omega)^{-1}\sum_{\mathbf q}$. The element $\mathbf G=\mathbf G'=0$ is the head, elements with one zero index are the wings, and the rest is the body.

Omitting the head means setting $v_{00}=0$ at $\mathbf q=0$ before $W$ is formed there. The reference is the same calculation with the mini-cell integrated. All other mesh points, and the polarizability, are the same in both.

Define $M_{nm}(\mathbf q,\mathbf G)=\langle n\mathbf k|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k-\mathbf q\rangle$. Inserting the expansion of $W$ gives one factor $M$ from the integral over $\mathbf r$ and one factor $M^*$ from that over $\mathbf r'$:

$$\Sigma^{\rm SEX}_{n}=-\int\!\frac{d^3q}{(2\pi)^3}\sum_{v\mathbf G\mathbf G'}M_{nv}(\mathbf G)W_{\mathbf G\mathbf G'}M^*_{nv}(\mathbf G').$$

In the second term the delta function sets $\mathbf r'=\mathbf r$, so the two exponentials combine:

$$\Sigma^{\rm COH}_{n}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\sum_{\mathbf G\mathbf G'}\langle n|e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}|n\rangle(W-v)_{\mathbf G\mathbf G'}.$$

## The screened interaction at small q

Let $\chi$ be the static independent-particle polarizability, which is negative. In the random-phase approximation $W^{-1}=v^{-1}-\chi$. Separate the index $\mathbf G=0$ from the others, and write $x_{\mathbf G}=\chi_{\mathbf G0}$ and $B=(v_{\rm body}^{-1}-\chi_{\rm body})^{-1}$. Then

$$W^{-1}=\begin{pmatrix}s_0&-x^\dagger\\-x&B^{-1}\end{pmatrix},\qquad s_0=\frac{q^2}{4\pi}-\chi_{00}.$$

To invert it, eliminate the body components. With $s=s_0-x^\dagger Bx$ the result is

$$W_{00}=\frac1s,\qquad W_{\mathbf G0}=\frac{(Bx)_{\mathbf G}}s,\qquad W_{\rm body}=B+\frac{Bxx^\dagger B}s.$$

The polarizability contains matrix elements of $e^{i\mathbf q\cdot\mathbf r}$ between occupied and empty states. These vanish at $\mathbf q=0$ by orthogonality and start linearly in $q$. Hence $\chi_{00}=O(q^2)$ and $x=O(q)$, and the leading part of $s$ is quadratic. It defines the macroscopic electronic dielectric tensor, with local fields included through $x^\dagger Bx$:

$$s\simeq\frac{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}{4\pi},\qquad W_{00}\simeq\frac{4\pi}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.$$

The wings are of order $1/q$, and the body stays bounded. When $v_{00}$ is set to zero, head and wings vanish and the body is $B$. The omission therefore changes the body by a bounded amount.

Define the two mini-cell integrals

$$I_v=\int_{\rm mc}\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2},\qquad I_W=\int_{\rm mc}\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}.$$

## Head contribution to each band edge

In the exchange term the head multiplies

$$p_n(\mathbf q)=\sum_v|M_{nv}(\mathbf q,0)|^2=\langle u_{n\mathbf k}|P_{\mathbf k-\mathbf q}|u_{n\mathbf k}\rangle,$$

where $u$ is the cell-periodic part of the orbital and $P$ projects on the occupied space. In an insulator $P$ is a smooth function of momentum. Since $P$ is a projector, $0\le p_n\le1$. An occupied state has $p_n(0)=1$, which is a maximum; an empty state has $p_n(0)=0$, which is a minimum. A smooth function has no linear term at an extremum, so

$$p_{\rm occ}=1-O(q^2),\qquad p_{\rm empty}=O(q^2).$$

This also covers degenerate occupied bands, because only their sum enters. The leading exchange heads are $-I_W$ for an occupied state and zero for an empty one.

In the Coulomb-hole term the head multiplies $\langle n|n\rangle=1$ for each state. Its contribution is $\tfrac12(I_W-I_v)$ for occupied and empty states alike. Adding the two terms gives

$$\Delta_{\rm occ}=-I_W+\tfrac12(I_W-I_v)=-\tfrac12(I_W+I_v),$$

$$\Delta_{\rm empty}=0+\tfrac12(I_W-I_v)=-\tfrac12(I_v-I_W).$$

Both are negative when $\varepsilon>1$. The head contribution to the gap is

$$\Delta_{\rm empty}-\Delta_{\rm occ}=\tfrac12(I_W-I_v)+\tfrac12(I_W+I_v)=I_W.$$

Omitting the head removes this positive amount, so the gap narrows by $I_W$ to leading order.

Physically, an electron in an occupied state has an exchange hole of unit charge. The long-range part of its interaction with that hole is screened by the other electrons. An electron in an empty state has no such long-range exchange term. The polarization energy of an added point charge, which is the Coulomb-hole term, is common to both.

## Why the remainder falls as $N^{-3}$

Near $\mathbf q=0$ the integrand is a smooth numerator divided by $s$, plus bounded smooth terms. It can be expanded in terms homogeneous in $\mathbf q$, of degree $-2,-1,0$ and so on. A term of degree $p$ has parity $(-1)^p$, since it is a ratio of homogeneous polynomials.

The degree $-2$ term is the head just treated. The degree $-1$ terms come from the wings and from possible odd corrections to the head. They are odd and integrate to zero over the mini-cell. The degree 0 terms may depend on the direction of $\mathbf q$, but their integral scales with the cell volume, hence as $N^{-3}$. The $O(q^2)$ parts of $p_n$, divided by $q^2$, and the change of the body belong here. Therefore

$$\text{gap loss}=I_W+O(N^{-3}),\qquad I_W\propto N^{-1}.$$

The argument needs a gap. In a metal $P$ is discontinuous at the Fermi surface and the static dielectric function diverges at small $q$, so neither expansion holds.

## What happens when the heads are treated separately

A code may evaluate bare exchange and correlation in different routines. Write $W=v+(W-v)$ in the screened-exchange term. The bare-exchange head gives $-I_v$ for an occupied state and zero for an empty one, a gap contribution of $+I_v$. The remaining exchange head gives $-(I_W-I_v)$ for an occupied state, hence $I_W-I_v$ for the gap. The Coulomb hole adds nothing to the gap.

Three cases follow, each at leading order:

- Both heads omitted: the gap narrows by $I_v+(I_W-I_v)=I_W$.
- Only the bare-exchange head omitted: the gap narrows by $I_v$.
- Only the correlation head omitted: the gap widens by $I_v-I_W$.

The limit without screening, $W=v$, is Hartree–Fock exchange. The Coulomb hole vanishes and the loss is $I_v$. In the opposite limit, $\varepsilon\to\infty$ at fixed $N$, the leading gap loss vanishes, while each edge still shifts by $-I_v/2$.

## Evaluating the integral

For a simple cubic cell with lattice constant $a$ the mini-cell is a cube of side $2\pi/L$, with $L=Na$. Substitute $\mathbf q=(2\pi/L)\mathbf x$. Then $d^3q/q^2=(2\pi/L)\,d^3x/x^2$, and

$$I_v=\frac1{2\pi^2}\int_{\rm mc}\frac{d^3q}{q^2}=\frac{\kappa}{L},\qquad\kappa=\frac1\pi\int_{\rm cube}\frac{d^3x}{x^2},$$

where the cube has unit side and is centred on the origin. Divide it into six pyramids. In one of them set $\mathbf x=(t,tu,tw)$ with $0<t<\tfrac12$ and $-1<u,w<1$. The Jacobian $t^2$ cancels the singularity. The factor is $6\times\tfrac12\times4=12$, where 4 reduces $u,w$ to positive values:

$$\kappa=\frac{12}\pi\int_0^1\!\!\int_0^1\frac{du\,dw}{1+u^2+w^2}=\frac{12}{\pi}\int_0^1\frac{\arctan(1/\sqrt{1+u^2})}{\sqrt{1+u^2}}\,du=2.44275.$$

A cubic crystal has a scalar dielectric constant, so $I_W=\kappa/(\varepsilon L)$.

A sphere of equal volume has radius $q_s=(6\pi^2)^{1/3}/L$. Its integral is $(1/2\pi^2)\,4\pi q_s=2q_s/\pi=2.4814/L$, which is 1.6% above the cube.

The sphere is also convenient for a uniaxial crystal whose mini-cell is nearly isotropic. Let $\varepsilon_\parallel>\varepsilon_\perp$ and let $\mu$ be the cosine of the angle to the axis. The factor $1/\varepsilon$ is replaced by the angular average

$$\left\langle\frac1\varepsilon\right\rangle=\int_0^1\frac{d\mu}{\varepsilon_\perp+(\varepsilon_\parallel-\varepsilon_\perp)\mu^2}=\frac{\arctan\sqrt{\varepsilon_\parallel/\varepsilon_\perp-1}}{\sqrt{\varepsilon_\perp(\varepsilon_\parallel-\varepsilon_\perp)}}.$$

This is the average of the inverse, not the inverse of the average. For an elongated mini-cell the integral should be done over its true shape.

In an implementation that sums with weight $1/(N^3\Omega)$, the mini-cell is restored by the replacements

$$W_{00}(0)\to N^3\Omega\,I_W,\qquad v_{00}(0)\to N^3\Omega\,I_v,$$

with zero wings. Both are needed for absolute band-edge energies; the gap needs $I_W$.

## The mini-cell is not the whole sampling error

Restoring $I_W$ repairs the omitted cell. The other cells are still represented by their central values, and this also costs an amount of order $1/L$. Over a cube of side $h=2\pi/L$ the average of a smooth function $f$ exceeds its central value by $(h^2/24)\nabla^2f$ at lowest order. For $f=1/q^2$ one has $\nabla^2f=2/q^4$. At a mesh point $\mathbf q=h\mathbf m$ the excess is $1/(12h^2m^4)$; multiplied by the cell volume $h^3$ it is proportional to $h$. This expansion shows the scaling, but is not accurate for the nearest cells.

The total $1/L$ error follows from a function with the same singularity. For $\alpha>0$ let

$$D(\alpha)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-\alpha q^2}}{q^2}-\frac1{L^3}\sum_{\mathbf q\ne0}\frac{4\pi e^{-\alpha q^2}}{q^2},$$

where the integral covers all space and the sum runs over $\mathbf q=2\pi\mathbf m/L$. Differentiation removes the denominator:

$$\frac{dD}{d\alpha}=-4\pi\left[\int\!\frac{d^3q}{(2\pi)^3}e^{-\alpha q^2}-\frac1{L^3}\sum_{\mathbf q\ne0}e^{-\alpha q^2}\right].$$

By Poisson summation, the sum including $\mathbf q=0$ equals the integral up to terms of order $e^{-L^2/4\alpha}$. Removing the $\mathbf q=0$ term leaves $1/L^3$ in the bracket. Thus $D(\alpha)=D(0)-4\pi\alpha/L^3$, apart from exponentially small terms. By scaling, $D(0)=\xi/L$; the number $\xi=2.83730$ is the cubic Madelung constant.

The gap integrand has the singularity $4\pi/(\varepsilon q^2)$. Subtracting $1/\varepsilon$ times the Gaussian function, repeated periodically, leaves odd terms, which cancel between $\pm\mathbf q$, and bounded terms, which give an $N^{-3}$ error. This assumes that the integrand is periodic in $\mathbf q$, as it is for a complete set of $\mathbf G$ vectors. A fixed, truncated set leaves a kink at the zone boundary, which adds a term of order $N^{-2}$. Relative to the dense-mesh limit, the headless gap is therefore too small by

$$\frac{\xi}{\varepsilon L}+O(N^{-3}),$$

and after $I_W$ is restored the remaining deficit is $(\xi-\kappa)/(\varepsilon L)$. To remove the full $1/L$ error in a simple cubic crystal, use $\xi$ instead of $\kappa$ in the two replacements above. Other lattices, including face-centred and body-centred cubic, have a different mini-cell and need their own constants.

## A worked crystal

The model is a simple cubic crystal with $a=8$ bohr, two electrons per cell, and the effective potential $-0.2\sum_i\cos(2\pi x_i/a)$ Ha. The starting gap, from the valence top at R to the conduction bottom at X, is 0.156 Ha. The polarizability uses a $4^3$ mesh and 27 vectors $\mathbf G$, which gives $\varepsilon=1.6056$. A $6^3$ mesh shifts $\varepsilon$ by 0.011, and 125 vectors shift it by $-0.0045$. The comparisons below hold the first setting fixed.

For $N=8$, $L=64$ bohr and

$$I_v=\frac{2.44275}{64}=0.03817\ {\rm Ha},\qquad I_W=\frac{0.03817}{1.6056}=0.02377\ {\rm Ha}.$$

In electronvolts these are 1.039 and 0.647 eV. Integrating the complete COHSEX expression over the mini-cell, with wings and body, and subtracting the headless value gives a gap loss of 0.02367 Ha, or 0.644 eV. It lies 0.4% below $I_W$ and far from $I_v$.

The separate terms show the cancellation, in Ha:

| Term | Computed | Leading order |
|---|---:|---:|
| SEX, valence | −0.02369 | −0.02377 |
| COH, valence | −0.00720 | −0.00720 |
| SEX, conduction | −0.00003 | 0 |
| COH, conduction | −0.00720 | −0.00720 |

The valence edge moves by $-0.0309$ Ha and the conduction edge by $-0.0072$ Ha. The largest deviation from leading order is in the valence exchange term.

The gap loss differs from $I_W$ by $-7.8\times10^{-4}$, $-1.04\times10^{-4}$ and $-1.3\times10^{-5}$ Ha for $N=4$, 8 and 16. As a test of the remainder, the root sum of squares of the deviations of the four terms was compared at $N=8$ and 16. It falls by a factor 7.85, where $N^{-3}$ predicts 8. With screening switched off at $N=16$, the loss is 0.01905 Ha against $I_v=0.01908$ Ha, as the Hartree–Fock limit requires.

The full mesh sums give the self-energy contribution to the gap. It does not include the starting gap or the subtraction of any exchange-correlation potential. The table tests the mesh error only; its absolute values are not converged in the number of $\mathbf G$ vectors. At $N=8$ the last column rises from 0.282 Ha with 27 vectors to 0.317 Ha with 125 and 0.324 Ha with 343, although $\varepsilon$ hardly changes. The value for 343 vectors uses 15 plane waves and 15 bands per axis; with the 9 plane waves and 6 bands used elsewhere it is 0.323 Ha. It is still not converged: at $N=4$, going from 343 to 729 vectors adds a further 0.002 Ha. With 27 vectors, in Ha:

| $N$ | Headless | With $I_W$ | With $\xi/(\varepsilon L)$ |
|---:|---:|---:|---:|
| 4 | 0.2280 | 0.2755 | 0.2832 |
| 6 | 0.2455 | 0.2772 | 0.2823 |
| 8 | 0.2546 | 0.2784 | 0.2823 |

At $N=8$ the predicted deficit after restoring $I_W$ is 0.0038 Ha, which is the difference between the last two columns before rounding. A fit of the headless values to $S-C/N+D/N^3$ gives $C=0.2266$ Ha. The prediction $\xi/(\varepsilon a)=0.2209$ Ha is 2.5% lower, within the 5% allowed in the test; $\kappa/(\varepsilon a)=0.1902$ Ha is clearly excluded.

The fitted limit, $S=0.2827$ Ha, is 0.0004 to 0.0005 Ha above the corrected values at $N=6$ and 8. Three values determine three parameters, so the fit has no internal error estimate. The excess comes mainly from fitting such coarse meshes, where terms beyond $N^{-3}$ still matter. A smaller part comes from the zone-boundary kink of the truncated $\mathbf G$ set. It adds about $-0.010/N^2$ Ha, as seen on finer meshes up to $N=32$, and the fit omits it. This term accounts for roughly a fifth of the excess in $S$ and a third of the excess in $C$. At $N=12$ and 16 the corrected value stays at 0.2823 Ha, and a fit to $N=8$, 12 and 16 gives $S=0.2823$ Ha with $C$ within 0.5% of the prediction. Using 125 $\mathbf G$ vectors on the original three meshes still leaves $C$ about 2% too large.

## Use for real crystals

The model's dielectric constant is low. Silicon has a static electronic value of roughly 12. For that value and the same cubic cell with $L=64$ bohr, the formula gives $1.039/12\approx0.09$ eV for $I_W$, while $I_v$ remains 1.04 eV. This is a scaling estimate, not a calculation for silicon. It shows that inserting the bare integral would overcorrect the gap by about 0.95 eV. In polar crystals the $\varepsilon$ required here is the electronic one, since the polarizability contains no lattice response.

Real screening depends on frequency. Its effect on the head can be found at fixed starting energies. Let $R(\omega)\ge0$ be the spectral weight of the head of the correlation interaction, integrated over the mini-cell. The static value is $I_W-I_v=-2\int_0^\infty d\omega\,R(\omega)/\omega$. In the $GW$ approximation, at $\mathbf q\to0$ and at the state's own energy, the correlation head is

$$\pm\int_0^\infty d\omega\,\frac{R(\omega)}\omega=\pm\tfrac12(I_v-I_W),$$

with the upper sign for occupied and the lower for empty states. Adding the bare exchange $-I_v$ for the occupied state reproduces $\Delta_{\rm occ}$ and $\Delta_{\rm empty}$. The leading head loss is thus still $I_W$. If the quasiparticle equation is linearized with a common, fixed renormalization factor $Z$, the loss becomes $ZI_W$. Changes of $Z$ caused by the head itself, and updates of the orbitals, are outside this estimate.

The computed values for the model crystal are listed in the numerical output below, except those quoted for finer meshes and for the gap with more $\mathbf G$ vectors.

## Values computed for the example and the checks

```
lattice constant a = 8.0 bohr
potential coefficient V1 = -0.10 Ha
starting gap R to X = 0.1561 Ha
dielectric constant eps = 1.6056
eps shift, k mesh 4^3 to 6^3 = 1.1e-02
eps shift, 27 to 125 G vectors = -4.5e-03
cube constant kappa = 2.44275
equal-volume sphere constant = 2.48140
Madelung constant xi = 2.83730
N=4: I_v = 0.076336 Ha, I_W = 0.047543 Ha
N=4: computed gap loss = 0.046766 Ha
N=4: gap loss minus I_W = -7.78e-04 Ha
N=8: I_v = 0.038168 Ha, I_W = 0.023772 Ha
N=8: computed gap loss = 0.023668 Ha
N=8: gap loss minus I_W = -1.04e-04 Ha
N=8: I_W = 0.6469 eV, I_v = 1.0386 eV
N=8: computed gap loss = 0.6440 eV
N=8: SEX_v head = -0.023691, predicted -0.023772 Ha
N=8: COH_v head = -0.007200, predicted -0.007198 Ha
N=8: SEX_c head = -0.000026, predicted 0.000000 Ha
N=8: COH_c head = -0.007197, predicted -0.007198 Ha
N=8: valence edge head = -0.030891 Ha
N=8: conduction edge head = -0.007224 Ha
N=16: I_v = 0.019084 Ha, I_W = 0.011886 Ha
N=16: computed gap loss = 0.011873 Ha
N=16: gap loss minus I_W = -1.33e-05 Ha
N=16: unscreened gap loss = 0.019048 Ha
remainder ratio N=8 to N=16 = 7.850 (8 for 1/N^3)
N=4: Sigma gap part headless = 0.22797 Ha, +I_W = 0.27552 Ha
N=4: with xi/(eps L) instead = 0.28320 Ha
N=6: Sigma gap part headless = 0.24553 Ha, +I_W = 0.27722 Ha
N=6: with xi/(eps L) instead = 0.28234 Ha
N=8: Sigma gap part headless = 0.25464 Ha, +I_W = 0.27842 Ha
N=8: with xi/(eps L) instead = 0.28226 Ha
extrapolated Sigma gap part = 0.28273 Ha
fitted 1/N coefficient = 0.22660 Ha
xi/(eps a) = 0.22089 Ha
kappa/(eps a) = 0.19017 Ha
N=8: error left after adding I_W, (xi-kappa)/(eps L) = 0.003840 Ha
```
